Indirect absorption at zero temperature and its remaining threshold

Q: I measure absorption near the edge of an indirect semiconductor. The electron needs a phonon to change its crystal momentum, and on cooling the phonons disappear. Why does the absorption not disappear with them? First, why is a phonon needed at all?

A: Take a pure, perfect crystal with a full valence band whose top lies at zero wavevector, and an empty conduction band whose minimum lies at a valley wavevector q. The photon must lift the electron by roughly the gap energy, but it brings very little momentum. For light of 1008 nm in a medium of refractive index 3.5, a lattice constant of 0.54 nm and a valley at 0.85 × 2π/a, the ratio of the photon wavevector to the valley wavevector is

(3.5/1008 nm) × (0.54 nm/0.85) = 0.0022.

Something else must supply practically all of q. In a perfect crystal that is the lattice vibration. What matters is how a vibration can do this, because there are two ways.

Q: I know one: the electron swallows a phonon of wavevector q.

A: The other follows from the form of the lattice displacement. Its Fourier component that gives the electron a wavevector q is proportional to

b_q + b†_−q.

Here b_q removes a phonon of wavevector q, and b†_−q creates one of wavevector −q. In both cases the electron gains q and the total is conserved: either a phonon carrying q vanishes, or the lattice recoils with −q. The displacement is a real quantity, so its operator must contain both terms.

Q: Then how strong is each process when the mode holds n phonons?

A: The commutator b b† − b† b = 1 fixes both strengths. In a state |n⟩ we have b†b|n⟩ = n|n⟩. The squared length of b|n⟩ is therefore

⟨n|b†b|n⟩ = n,

and the squared length of b†|n⟩ is

⟨n|b b†|n⟩ = ⟨n|b†b + 1|n⟩ = n + 1.

Since b|n⟩ is a multiple of |n−1⟩ and b†|n⟩ a multiple of |n+1⟩, these lengths are the squared matrix elements for absorbing and emitting a phonon.

Both are linear in n, so a thermal average merely replaces n by its mean. Let W be the phonon energy and r = exp(−W/kT). The probability of n quanta is (1 − r)rⁿ, and the sum of n rⁿ over all n is r/(1 − r)². Hence

mean n = (1 − r) × r/(1 − r)² = r/(1 − r) = 1/(exp(W/kT) − 1).

From here on n denotes this mean. It is the same for the modes q and −q, which have equal energies. Adding one gives n + 1 = 1/(1 − r), so that

n/(n + 1) = r = exp(−W/kT).

As T goes to zero, n goes to zero and n + 1 goes to one. Phonon absorption needs a phonon that is already there. Phonon emission does not, because the transition makes its own.

Q: The "1" looks like a piece of algebra. What is it physically?

A: It is the zero-point motion, seen through the transition it permits. For an oscillator of mass m and angular frequency ω, the displacement is u = √(ħ/2mω) (b + b†). Insert a complete set of states into its ground-state variance:

⟨0|u²|0⟩ = Σ_s |⟨s|u|0⟩|² = |⟨1|u|0⟩|² = ħ/(2mω).

One term survives because u changes the number of quanta by one and there is no level below the ground state. The whole zero-point variance therefore appears as the strength of the upward step.

A numerical diagonalization of an oscillator in position space, which does not use the ladder algebra, gives 0.5000 ħ/(mω) for both the variance and the squared upward element. For a 60 meV quantum at 300 K, the thermally averaged strengths in units of the zero-point variance come out as 1.1088 upward and 0.1089 downward. The Bose formula gives n = 0.1089, so these are n + 1 and n.

Q: If zero-point motion does the scattering, could the electron not draw on zero-point energy and be absorbed below the gap?

A: No. To give energy away, the oscillator would have to drop to a lower level, and the ground state has none. It can only be raised, which costs W. The zero-point motion supplies a matrix element, and the photon pays the bill. Here and below, Eg means the gap of the vibrating crystal. Zero-point motion also shifts the band edges, and a phonon-induced shift goes with n + 1/2. The gap-shift model used near the end, 0.15 eV per quantum, implies about 75 meV of lowering at T = 0. The edge at Eg + W can therefore lie below the gap computed for a lattice clamped at its ideal sites.

It helps to compare this with a lattice frozen in a distorted shape. A static distortion can also supply momentum, but it has no levels to climb, so it scatters without exchanging energy. It would put the threshold at the gap Eg itself. A picture of zero-point motion as random frozen displacements thus gives a scattering strength of the right size at the wrong energy.

Q: Show me that with the light included. The photon and the phonon act together, so it is not obvious that the phonon factor stays so simple.

A: There are two main paths. On the first, the photon creates a direct electron-hole pair at the zone centre and the phonon then moves the electron to the valley. On the second, the photon creates a direct pair at the valley and the phonon moves the hole to the zone centre. Moving the hole that way means that a valence electron goes from the centre to the valley, so the electron system again gains q.

Let path j have a direct pair state of energy E_j, an optical amplitude d_j and a phonon coupling g_j, all real. The wanted final state is the indirect pair with n′ phonons. The phonon coupling mixes a little of each direct pair into it. To first order, the amplitude of the direct pair j with n phonons in that state is

g_j ⟨n′|b_q + b†_−q|n⟩/(E − E_j),

where n and n′ stand for the contents of both modes. The denominator is the energy of the final state minus that of the direct pair with n phonons. By energy conservation, the final energy equals the photon energy E plus the initial phonon energy, and this phonon energy cancels in the difference. Light reaches the final state through these admixtures, so the total amplitude is

M = ⟨n′|b_q + b†_−q|n⟩ × Σ_j d_j g_j/(E − E_j).

The paths can interfere, but the phonon element stands in front of the sum. If it is zero, no interference can bring the process back. Paths in which the phonon itself lifts an electron across the gap are left out here. At this order they also contain one phonon operator, so they change the size of the sum but not the phonon factor in front of it.

Q: Can you put numbers into that?

A: Take direct energies of 3.4 and 4.2 eV, couplings of 1.0 and −0.4 meV, relative optical amplitudes of 1.0 and 0.7, an indirect gap of 1.17 eV and a phonon of 60 meV. With no phonons present, the emission line should lie at 1.17 + 0.06 = 1.23 eV. The overall sign drops out on squaring, so I write the denominators as E_j − E:

0.0010/2.17 − 0.7 × 0.0004/2.97 = 3.67 × 10⁻⁴,

whose square is 1.34 × 10⁻⁷ in units of the relative optical strength. An exact diagonalization of these pair states with two phonon modes, each truncated to a few quanta, finds the first line at 1.2300 eV with weight 1.344 × 10⁻⁷. Below that line the weight is 2.9 × 10⁻⁴⁰, which is zero within rounding.

Now start with three phonons in mode +q and two in mode −q. The emission weight becomes 4.031 × 10⁻⁷, which is 2 + 1 = 3 times its empty-lattice value. A line of weight 3.593 × 10⁻⁷ also appears at Eg − W, fed by the three phonons in +q.

Replacing the phonon operator by a frozen displacement of zero-point size gives a line at 1.1700 eV with weight 1.268 × 10⁻⁷. The strength is similar to that of the emission line, and the small difference comes from the energy denominators. The position differs by the phonon energy.

Q: My spectra show an edge, not a line. How does the edge arise?

A: The electron and the hole can carry kinetic energies x_e and x_h, both at least zero. Write the energy balance for each process, with n phonons at the start. For absorption of a phonon,

E + nW = Eg + x_e + x_h + (n − 1)W, so E = Eg − W + x_e + x_h.

For emission,

E + nW = Eg + x_e + x_h + (n + 1)W, so E = Eg + W + x_e + x_h.

The smallest possible photon energies are Eg − W and Eg + W. Let X be the excess of E above the threshold concerned. It is shared between the two particles in all possible ways. The phonon takes up whatever wavevector difference results, so the electron and hole wavevectors can be chosen independently. I take W and the coupling as constant over the small range involved.

For parabolic bands in three dimensions, each density of states grows as the square root of the kinetic energy. Unequal masses along the axes of an ellipsoidal valley change the prefactor but not this power, since rescaling the wavevector axes turns the ellipsoid into a sphere. The number of pairs per unit energy is then proportional to

J = ∫₀^X √(x(X − x)) dx.

Substitute x = X sin²φ. Then dx = 2X sinφ cosφ dφ, the root equals X sinφ cosφ, and φ runs from 0 to π/2:

J = 2X² ∫ sin²φ cos²φ dφ = 2X² × π/16 = πX²/8.

The golden rule multiplies this density by the squared amplitude. I collect all slowly varying factors in one constant A, including the energy denominators and the number of valleys:

α = A n (E − Eg + W)² + A (n + 1)(E − Eg − W)².

Each term counts only above its own threshold. At T = 0 this becomes

α = A (E − Eg − W)² for E > Eg + W, and zero below.

Q: You use the same A in both terms. How good is that?

A: At a given photon energy, the paths kept here have the same denominators in both terms, because these contain only E_j − E, as long as each direct energy E_j is taken as constant. If E_j varies with wavevector, the two terms sample it differently: a direct energy that rises by the hole kinetic energy makes the two values of A differ by about 6 percent at 1.30 eV. The approximation lies in holding A constant while E varies, and it is a fair one. For the electron path alone, with its direct energy of 3.4 eV, the squared denominator changes between the two thresholds by the factor

[(3.4 − 1.11)/(3.4 − 1.23)]² = 1.114.

So this factor alone makes the strength at the upper threshold about 11 percent larger than at the lower one. This does not affect which term vanishes.

I have also neglected the reverse transitions, in which an electron falls back and emits a photon. Consider the reverse of the phonon-emission process in equilibrium. It needs an electron above and a hole below, which costs the factor exp(−(E − W)/kT), and it absorbs a phonon, which replaces n + 1 by n and costs exp(−W/kT). The product is exp(−E/kT). The phonon-absorption process gives the same product, which is 5 × 10⁻²⁰ at 1.15 eV and 300 K.

Q: What would I see on cooling a sample?

A: Take a model with Eg = 1.17 eV, W = 60 meV and A = 6000 cm⁻¹ eV⁻². Its thresholds are 1.11 eV (1117 nm) and 1.23 eV (1008 nm). I hold the gap fixed for the moment, so that the phonon factor alone changes.

At 1.15 eV, between the thresholds, only phonon absorption contributes. At 300 K,

α = 6000 × 0.1089 × 0.04² = 1.05 cm⁻¹.

At 77 K the occupation is 1.18 × 10⁻⁴ and α falls to 1.1 × 10⁻³ cm⁻¹. At 4 K it is about 10⁻⁷⁵ cm⁻¹, which no measurement could tell from zero, and at T = 0 it vanishes.

At 1.30 eV both processes are allowed. At 300 K,

phonon absorption: 6000 × 0.1089 × 0.19² = 23.6 cm⁻¹,
phonon emission: 6000 × 1.1089 × 0.07² = 32.6 cm⁻¹.

Together they give 56.2 cm⁻¹. At T = 0 the first part is gone and the second has lost its thermal enhancement:

α = 6000 × 0.07² = 29.4 cm⁻¹,

which is an absorption length of 340 µm. The photon energy of 1.30 eV is then spent as 1.17 eV for the gap, 0.06 eV for the new phonon and 0.07 eV for motion of the electron and hole.

Q: How cold is cold enough to ignore the lower threshold?

A: That depends on W/kT and on how well you can measure. The ratio of the two coefficients is exp(−W/kT). It falls to one percent at

T = W/(k ln 100) = 151 K

for a 60 meV phonon. The ratio of the two terms in α is larger, because the lower term has the larger excess energy. With the gap held fixed, the lower term at 151 K is still 7 percent of α at 1.30 eV and 33 percent at 1.25 eV. It falls to one percent only at about 106 K and 82 K. Between the two thresholds of a single phonon branch, however, there is no emission term to hide behind, so a sensitive measurement can follow the phonon-absorption tail to lower temperatures. In a real crystal, emission into a branch of lower phonon energy can cover part of this range.

Q: And in the opposite limit, when the lattice is hot?

A: Let y = W/kT be small. Then exp(y) − 1 = y(1 + y/2 + …), and its inverse gives

n ≈ kT/W − 1/2, n + 1 ≈ kT/W + 1/2.

Both coefficients grow in proportion to T and become nearly equal, as for a classical vibration, which gives and takes energy equally well. Their difference remains one quantum unit. That unit is a small correction in a hot lattice, and it is all that is left in a cold one.

Q: Can I read the gap from my low-temperature data?

A: Not without knowing the phonon energy. At T = 0 the model gives

√α = √A (E − Eg − W),

a straight line that meets the energy axis at Eg + W. At a higher temperature, the data between the thresholds give a second line, √α = √(An)(E − Eg + W), which meets the axis at Eg − W. To find the upper intercept at that temperature, continue the lower term above Eg + W and subtract it from α before taking the root. Half the sum of the two intercepts is Eg, and half their difference is W. This holds for a single phonon branch, a constant A and no attraction between electron and hole. A second branch bends the lines and shifts the intercepts, so it must be included in the fit. With the 20 meV branch of the next answer present at 300 K, single-branch fits over 1.13–1.18 eV and 1.25–1.30 eV return W = 50 meV and Eg = 1.163 eV. The two intercepts must come from the same temperature, because the gap itself moves.

Q: Is there really a single threshold left at T = 0?

A: For one valence band and one set of valleys, there is one for each phonon branch that couples to the transition. Suppose a second branch has W = 20 meV and a tenth of the strength, 600 cm⁻¹ eV⁻². Its emission threshold is 1.190 eV, below the main one at 1.230 eV. At 1.20 eV and T = 0 the main branch gives nothing, while the second gives

600 × 0.01² = 0.06 cm⁻¹.

So the first weak onset may belong to a low-energy branch. Every one-phonon threshold that remains still has the form gap plus phonon energy.

Three further conditions matter. Defects or alloy disorder can supply momentum as the frozen lattice did, which opens a route at Eg without a phonon. Processes with several phonons are outside this formula. Finally, n is the occupation that the mode actually has: if intense light or a current fills the mode with phonons, the lower threshold returns even in a cold crystal.

Q: What about the attraction between the electron and the hole?

A: It lowers the energy of the final state but does not remove the need for a phonon. In a hydrogen-like estimate, the binding energy is the hydrogen Rydberg energy times the reduced mass in electron masses, divided by the squared relative permittivity. With 0.15 and 12 this gives 14.2 meV. The T = 0 threshold moves from 1.230 to 1.216 eV, that is, to Eg + W minus the binding energy. The shape of the edge changes as well. A bound pair has one kinetic energy, that of its centre of mass, instead of two to share, and the attraction also strengthens absorption into unbound pairs. In the hydrogen-like model with this binding energy, α at 70 meV above Eg + W is about nine times the free-pair value for the same coupling. Between 1.25 and 1.30 eV it grows roughly linearly with the excess energy, not as its square, and a straight line fitted to √α there meets the axis near 1.175 eV instead of 1.230 eV. Where the excess energy is only a few binding energies, the square law and the intercept rule are therefore not reliable. The factors n and n + 1 are unchanged.

Q: How close is all this to a real device?

A: The parameters are round values in the rough regime of silicon, which has a low-temperature gap near 1.2 eV, an important phonon near 60 meV and weaker structure from a branch near 20 meV. The strength A was chosen to give a sensible order of magnitude, so the absolute coefficients are not predictions. The model also has one parabolic band on each side. Silicon has a split-off valence band about 44 meV lower, which would add a threshold at 1.274 eV. That band and the nonparabolicity of the conduction band each add roughly 4 percent at an excess energy of 70 meV and 10 to 20 percent near 0.2 eV. One assumption that a real device clearly breaks is the fixed gap. A simple model of the thermal shift, 0.15 eV times the occupation of a 35 meV phonon, lowers the gap by 52 meV at 300 K. At 1.30 eV the coefficient then becomes

38.3 + 99.4 = 137.7 cm⁻¹

instead of 56.2 cm⁻¹. Of the rise from 29.4 cm⁻¹ at T = 0, the larger part thus comes from the gap shift in this model.

For a detector working between the two thresholds, both effects act the same way on cooling: the phonons needed for absorption freeze out and the gap widens. Well above Eg + W, the absorption weakens but survives, provided that the gap shift does not carry the upper threshold past the working photon energy. How much of this shows in the response depends on the thickness: a detector that still absorbs nearly all the light loses little. The full set of values is in the numerical output.

Computed values

```
indirect gap: 1.170 eV
phonon energy: 60.0 meV
strength A: 6000 cm^-1 eV^-2
phonon-absorption threshold: 1.110 eV = 1117 nm
phonon-emission threshold: 1.230 eV = 1008 nm
T = 0 K: occupation n = 0.000e+00
  alpha at 1.15 eV = 0.000e+00 cm^-1
  alpha at 1.30 eV = 29.40 cm^-1
T = 4 K: occupation n = 2.531e-76
  alpha at 1.15 eV = 2.430e-75 cm^-1
  alpha at 1.30 eV = 29.40 cm^-1
T = 77 K: occupation n = 1.183e-04
  alpha at 1.15 eV = 1.136e-03 cm^-1
  alpha at 1.30 eV = 29.43 cm^-1
T = 300 K: occupation n = 1.089e-01
  alpha at 1.15 eV = 1.045e+00 cm^-1
  alpha at 1.30 eV = 56.18 cm^-1
n/(n+1) is 0.01 at T = 151 K
1/alpha at 1.30 eV, 0 K: 340 um
grid oscillator 300 K, upward strength: 1.1088 (n+1 units)
grid oscillator 300 K, downward strength: 0.1089 (n units)
ground-state upward |x|^2: 0.5000 hbar/(m omega)
zero-point variance: 0.5000 hbar/(m omega)
pair model direct energies: 3.4, 4.2 eV
pair model couplings: 1.0, -0.4 meV
pair model relative dipoles: 1.0, 0.7
no phonons: first line at 1.2300 eV
no phonons: emission line weight 1.344e-07
no phonons: weight below that line 2.9e-40
3 in +q, 2 in -q: emission weight 4.031e-07
3 in +q, 2 in -q: absorption weight 3.593e-07
frozen lattice: line at 1.1700 eV
frozen lattice: line weight 1.268e-07
pair count / square law: 0.9984, 1.0009
gap-shift model: 0.15 eV * n(35 meV)
gap reduction at 300 K: 52.2 meV
alpha at 1.30 eV, 300 K, shifted gap: 137.7 cm^-1
exciton inputs: reduced mass 0.15 m_e, permittivity 12
exciton binding: 14.2 meV
exciton emission threshold: 1.216 eV
second branch: 20 meV, A = 600 cm^-1 eV^-2
second-branch emission threshold: 1.190 eV
second-branch alpha at 1.20 eV, 0 K: 0.060 cm^-1
main-branch alpha at 1.20 eV, 0 K: 0.000 cm^-1
denominator factor, upper/lower threshold: 1.114
momentum inputs: index 3.5, a = 0.54 nm, q = 0.85*2pi/a
photon/valley momentum at 1.23 eV: 0.00221
reverse/forward rate, 1.15 eV, 300 K: 4.8e-20
```
